# Free-electron potential parameters and the linearized potential function in a Wigner-Seitz sphere: test program

```python
"""
Free electrons in a Wigner-Seitz sphere: linear muffin-tin potential parameters.

Result under test, for expansion energy Ev = 0 and K = hbar^2/(2m):
  C     = (2l+1)(2l+5) K / (2 s^2)            band-centre parameter
  Delta = (2l+5)^2 K / (8 (2l+3) s^2)         band-width parameter
  gamma = (2l+5) / (4 (2l+1)(2l+3))           distortion parameter
  p     = s^4 / (K^2 (2l+3)(2l+5)^2(2l+7))    integral of phidot^2 r^2
The linearized potential function (E-C)/(Delta+gamma(E-C)) is compared with
the exact P = 2(2l+1)(D+l+1)/(D-l), D = s phi'(s)/phi(s).
s: sphere radius; l: angular momentum; phi: radial function normalized in the
sphere; phidot: its energy derivative. Energies in eV, lengths in nm.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import spherical_jn

K = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
s = 0.2
unit = K / s**2
density = 1 / (4 * np.pi * s**3 / 3)
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
E_fermi = K * k_fermi**2
wave_names = "spd"

nodes, weights = np.polynomial.legendre.leggauss(40)
r_nodes = s * (nodes + 1) / 2
r_weights = s * weights / 2 * r_nodes**2
r_all = np.append(r_nodes, s)


def regular_solution(l, E, r):
    """Power series of the regular solution u and of r*du/dr."""
    r = np.asarray(r, dtype=float)
    z = -E * r**2 / (4 * K)
    term = r**l
    u, r_du = term.copy(), l * term
    for n in range(1, 45):
        term = term * z / (n * (l + n + 0.5))
        u = u + term
        r_du = r_du + (l + 2 * n) * term
    return u, r_du


def log_derivative(l, E):
    u, r_du = regular_solution(l, E, s)
    return float(r_du / u)


def exact_P(l, E):
    D = log_derivative(l, E)
    return 2 * (2 * l + 1) * (D + l + 1) / (D - l)


def normalized(l, E):
    u, r_du = regular_solution(l, E, r_all)
    norm = np.sqrt(np.sum(r_weights * u[:-1]**2))
    return u / norm, r_du[-1] / norm


def numerical_parameters(l, Ev):
    """Parameters from quadrature and energy differences at any Ev."""
    h = 1e-3 * unit
    phi, slope = normalized(l, Ev)
    phi_up, slope_up = normalized(l, Ev + h)
    phi_down, slope_down = normalized(l, Ev - h)
    phidot = (phi_up - phi_down) / (2 * h)
    slopedot = (slope_up - slope_down) / (2 * h)
    D, Ddot = slope / phi[-1], slopedot / phidot[-1]

    def omega(D_target):
        return -phi[-1] / phidot[-1] * (D_target - D) / (D_target - Ddot)

    omega_minus = omega(-l - 1)
    Phi_minus = phi[-1] + omega_minus * phidot[-1]
    return dict(C=Ev + omega_minus, Delta=K * s * Phi_minus**2 / 2,
                gamma=(Ddot - l) / (2 * (2 * l + 1) * (Ddot + l + 1)),
                p=np.sum(r_weights * phidot[:-1]**2), Ddot=Ddot, omega=omega,
                green=K * s * phi[-1] * phidot[-1] * (D - Ddot),
                ratio=phi[-1] / phidot[-1])


def closed_parameters(l):
    return dict(C=(2*l + 1) * (2*l + 5) / 2 * unit,
                Delta=(2*l + 5)**2 / (8 * (2*l + 3)) * unit,
                gamma=(2*l + 5) / (4 * (2*l + 1) * (2*l + 3)),
                p=1 / ((2*l + 3) * (2*l + 5)**2 * (2*l + 7) * unit**2))


def parametrized_P(par, energy_variable):
    shift = energy_variable - par["C"]
    return shift / (par["Delta"] + par["gamma"] * shift)


# Series of the exact Bessel ratio for symbolic l, against the third-order form.
L, y = sp.symbols("L y", positive=True)


def bessel_series(m):
    return 1 - y / (2*(2*m + 3)) + y**2 / (8*(2*m + 3)*(2*m + 5))


quotient = bessel_series(L - 1) / bessel_series(L + 1)
C_sym = (2*L + 1) * (2*L + 5) / 2
gamma_sym = (2*L + 5) / (4 * (2*L + 1) * (2*L + 3))
p_sym = 1 / ((2*L + 3) * (2*L + 5)**2 * (2*L + 7))
third_order_yP = (1 - C_sym / (y + p_sym * y**3)) / gamma_sym * y
third_order_yP = sp.cancel(sp.together(third_order_yP))
for order in range(3):
    exact_coefficient = (-2 * (2*L + 1)**2 * (2*L + 3)
                         * sp.diff(quotient, y, order).subs(y, 0)
                         / sp.factorial(order))
    model_coefficient = (sp.diff(third_order_yP, y, order).subs(y, 0)
                         / sp.factorial(order))
    assert sp.simplify(exact_coefficient - model_coefficient) == 0
    if order == 2:
        stated = 2 * (2*L + 1)**2 / ((2*L + 5)**2 * (2*L + 7))
        assert sp.simplify(exact_coefficient - stated) == 0

print(f"K = hbar^2/2m = {K:.6f} eV nm^2")
print(f"sphere radius s = {s:.3f} nm")
print(f"energy unit K/s^2 = {unit:.5f} eV")
print(f"Fermi wave number = {k_fermi:.4f} 1/nm, k_F s = {k_fermi*s:.4f}")
print(f"Fermi energy E_F = {E_fermi:.4f} eV = {E_fermi*const.e:.4e} J")

zero_brackets = [(1, 4), (6, 14), (16, 25)]
pole_brackets = [(16, 25), (25, 42), (36, 64)]
closed, centred = [], []
for l in range(3):
    par = closed_parameters(l)
    num = numerical_parameters(l, 0.0)
    for key in ("C", "Delta", "gamma", "p"):
        assert np.isclose(par[key], num[key], rtol=1e-6, atol=0)
    assert np.isclose(num["Ddot"], 3*l + 5, rtol=1e-6)
    assert np.isclose(num["ratio"], -(2*l + 3)*(2*l + 5)*unit, rtol=1e-6)
    assert np.isclose(num["green"], 1, rtol=1e-6)
    closed.append(par)

    # The cubic coefficient of omega(E) must equal p at a nonzero Ev too.
    Ev = E_fermi / 2
    mid = numerical_parameters(l, Ev)
    assert np.isclose(mid["green"], 1, rtol=1e-6)
    e = 0.3 * unit
    odd_part = (mid["omega"](log_derivative(l, Ev + e))
                - mid["omega"](log_derivative(l, Ev - e))) / 2
    assert np.isclose((odd_part - e) / e**3, mid["p"], rtol=0.02, atol=0)
    centred.append(mid)

    name = wave_names[l]
    print(f"{name}, Ev=0: C = {par['C']:.4f} eV, Delta = {par['Delta']:.4f} eV")
    print(f"   gamma = {par['gamma']:.5f}, p = {par['p']:.4e} eV^-2, "
          f"p^(-1/2) = {par['p']**-0.5:.2f} eV")
    print(f"   log derivative of phidot = {num['Ddot']:.4f}")

for l in range(3):
    par = closed[l]

    def zero_condition(E):
        u, r_du = regular_solution(l, E, s)
        return float(r_du + (l + 1) * u)

    def pole_condition(E):
        u, r_du = regular_solution(l, E, s)
        return float(r_du - l * u)

    first_zero = brentq(zero_condition, *(unit*b for b in zero_brackets[l]))
    next_pole = brentq(pole_condition, *(unit*b for b in pole_brackets[l]))
    variational = par["C"] / (1 + par["p"] * par["C"]**2)
    assert first_zero < variational < par["C"]
    print(f"{wave_names[l]}: exact zero of P = {first_zero:.4f} eV, "
          f"variational = {variational:.4f} eV")
    print(f"   C too high by {100*(par['C']/first_zero-1):.2f} %, "
          f"next exact pole = {next_pole:.3f} eV, 1/gamma = {1/par['gamma']:.4f}")

print("P(E), Ev=0: wave, E/E_F, exact, linearized, third order")
for l in range(3):
    par = closed[l]
    for fraction in (0.5, 1.0, 2.0):
        E = fraction * E_fermi
        x = np.sqrt(E / K) * s
        lower = np.cos(x) / x if l == 0 else spherical_jn(l - 1, x)
        bessel_P = -2 * (2*l + 1) * lower / spherical_jn(l + 1, x)
        exact = exact_P(l, E)
        assert np.isclose(exact, bessel_P, rtol=1e-9, atol=1e-10)
        linear = parametrized_P(par, E)
        third = parametrized_P(par, E + par["p"] * E**3)
        assert abs(third - exact) < abs(linear - exact)
        print(f"{wave_names[l]}  {fraction:.1f}  {exact:.5f}  "
              f"{linear:.5f}  {third:.5f}")

print(f"Parameters for Ev = E_F/2 = {E_fermi/2:.4f} eV")
for l in range(3):
    mid = centred[l]
    exact = exact_P(l, E_fermi)
    linear_mid = parametrized_P(mid, E_fermi)
    linear_bottom = parametrized_P(closed[l], E_fermi)
    assert abs(linear_mid - exact) < abs(linear_bottom - exact)
    print(f"{wave_names[l]}: C = {mid['C']:.4f} eV, "
          f"Delta = {mid['Delta']:.4f} eV, gamma = {mid['gamma']:.5f}")
    print(f"   p = {mid['p']:.4e} eV^-2, linearized P(E_F) = {linear_mid:.5f}")

print("verified")
```

Output:

```
K = hbar^2/2m = 0.038100 eV nm^2
sphere radius s = 0.200 nm
energy unit K/s^2 = 0.95250 eV
Fermi wave number = 9.5958 1/nm, k_F s = 1.9192
Fermi energy E_F = 3.5082 eV = 5.6208e-19 J
s, Ev=0: C = 2.3812 eV, Delta = 0.9922 eV
   gamma = 0.41667, p = 2.0995e-03 eV^-2, p^(-1/2) = 21.82 eV
   log derivative of phidot = 5.0000
p, Ev=0: C = 10.0012 eV, Delta = 1.1668 eV
   gamma = 0.11667, p = 4.9988e-04 eV^-2, p^(-1/2) = 44.73 eV
   log derivative of phidot = 8.0000
d, Ev=0: C = 21.4311 eV, Delta = 1.3777 eV
   gamma = 0.06429, p = 1.7673e-04 eV^-2, p^(-1/2) = 75.22 eV
   log derivative of phidot = 11.0000
s: exact zero of P = 2.3502 eV, variational = 2.3532 eV
   C too high by 1.32 %, next exact pole = 19.232 eV, 1/gamma = 2.4000
p: exact zero of P = 9.4008 eV, variational = 9.5250 eV
   C too high by 6.39 %, next exact pole = 31.639 eV, 1/gamma = 8.5714
d: exact zero of P = 19.2316 eV, variational = 19.8222 eV
   C too high by 11.44 %, next exact pole = 46.511 eV, 1/gamma = 15.5556
P(E), Ev=0: wave, E/E_F, exact, linearized, third order
s  0.5  -0.83513  -0.85806  -0.83715
s  1.0  0.82144  0.77097  0.81200
s  2.0  1.71253  1.58548  1.66178
p  0.5  -40.22057  -40.29954  -40.22448
p  1.0  -15.69763  -15.86405  -15.71464
p  2.0  -3.27256  -3.64631  -3.35287
d  0.5  -174.39148  -174.49820  -174.39491
d  1.0  -79.25063  -79.47132  -79.26508
d  2.0  -31.48383  -31.95788  -31.54807
Parameters for Ev = E_F/2 = 1.7541 eV
s: C = 2.3508 eV, Delta = 0.9556 eV, gamma = 0.40396
   p = 2.9264e-03 eV^-2, linearized P(E_F) = 0.81326
p: C = 9.7667 eV, Delta = 1.1076 eV, gamma = 0.11337
   p = 6.0762e-04 eV^-2, linearized P(E_F) = -15.72178
d: C = 21.0211 eV, Delta = 1.3233 eV, gamma = 0.06295
   p = 2.0087e-04 eV^-2, linearized P(E_F) = -79.28103
verified
```
